# The Lévy-Leblond equation: spin and g = 2 without relativity, part 2

An electron moves in static external fields. Which of its spin effects survive when the speed of light $c$ tends to infinity? Dimensions and rotational symmetry fix two energy terms up to the numbers $g$ and $k$, here in SI units with electron mass $m$ and charge $-e$:

$$
H_{\rm spin}=g\,\mu_B\,\mathbf B\cdot\mathbf S,\qquad \mu_B=\frac{e\hbar}{2m},\qquad \mathbf S=\tfrac12\boldsymbol\sigma ,
$$

$$
H_{\rm so}=k\,\frac{\hbar}{m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
$$

From here on, atomic units are used, $\hbar=m=e=4\pi\varepsilon_0=1$, so $\mu_B=\tfrac12$. $V(\mathbf r)$ is the potential energy, $\mathbf A$ the vector potential, $\mathbf B=\nabla\times\mathbf A$, $\mathbf p=-i\nabla$, $\boldsymbol\pi=\mathbf p+\mathbf A$ and $\mathbf L=\mathbf r\times\mathbf p$. The Pauli matrices $\boldsymbol\sigma$ obey

$$
\sigma_k\sigma_l=\delta_{kl}+i\sum_m\varepsilon_{klm}\sigma_m .
$$

The Dirac spinor $\Psi$ has the upper pair $\phi$ and the lower pair $\chi$, and the matrices $\boldsymbol\alpha$ have $\boldsymbol\sigma$ in both off-diagonal blocks. The energy $E$ is counted from the rest energy $c^2$. The lower pair is rescaled:

$$
\chi=\frac{\eta}{c}.\tag{3}
$$

The normalization is

$$
\langle\phi|\phi\rangle+\frac{1}{c^2}\langle\eta|\eta\rangle=1 .\tag{6}
$$

For $c\to\infty$ at fixed $V$, $\mathbf A$ and $E$, the Dirac equation becomes the Lévy-Leblond equation:

$$
\boxed{\;V\phi+\boldsymbol\sigma\cdot\boldsymbol\pi\,\eta=E\phi,\qquad
\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi-2\eta=0\;}\tag{7}
$$

Eliminating $\eta$ with

$$
(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B \tag{11}
$$

gives the Pauli equation, and with it $g=2$:

$$
\left[\tfrac12\boldsymbol\pi^2+V+\tfrac12\boldsymbol\sigma\cdot\mathbf B\right]\phi=E\phi .\tag{12}
$$

The Dirac equation has a second branch of solutions, near $E\approx-2c^2$, which is absent from (7).

### 8. Symbols and results carried over

Atomic units are used, with electron charge $-1$, $\boldsymbol\pi=\mathbf p+\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. The Dirac spinor is $(\phi,\eta/c)$, and $E$ is counted from the rest energy. The rescaled Dirac equation is

$$
V\phi+\boldsymbol\sigma\cdot\boldsymbol\pi\,\eta=E\phi,\qquad
\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi-2\eta=\frac{E-V}{c^2}\eta .\tag{13}
$$

For $c\to\infty$ the right side of the second equation is zero. Then $\eta=\tfrac12\boldsymbol\sigma\cdot\boldsymbol\pi\phi$, and $\phi$ obeys the Pauli equation with the spin term $\tfrac12\boldsymbol\sigma\cdot\mathbf B$, which means $g=2$.

### 9. The magnetic moment seen in the current

The Dirac probability current is $c\Psi^\dagger\boldsymbol\alpha\Psi=c(\phi^\dagger\boldsymbol\sigma\chi+\chi^\dagger\boldsymbol\sigma\phi)$. With $\chi=\eta/c$ the factor $c$ cancels:

$$
\mathbf j=\phi^\dagger\boldsymbol\sigma\eta+\eta^\dagger\boldsymbol\sigma\phi .
$$

This expression therefore survives the limit unchanged. Insert $\eta=\tfrac12\sum_l\sigma_l\pi_l\phi$ and use the product rule for $\sigma_k\sigma_l$:

$$
j_k={\rm Re}(\phi^\dagger\pi_k\phi)+\tfrac12\sum_{lm}\varepsilon_{klm}\left[i\phi^\dagger\sigma_m\pi_l\phi+\text{c.c.}\right].
$$

In the bracket, $i\pi_l=\partial_l+iA_l$. The terms with $A_l$ are imaginary and cancel against their complex conjugates. The derivatives combine into $\partial_l(\phi^\dagger\sigma_m\phi)$, so

$$
\mathbf j={\rm Re}(\phi^\dagger\boldsymbol\pi\phi)+\tfrac12\nabla\times(\phi^\dagger\boldsymbol\sigma\phi).\tag{14}
$$

The first part is the current of the orbital motion. The electric current is $-\mathbf j$, and its second part is the curl of a magnetization $-\tfrac12\phi^\dagger\boldsymbol\sigma\phi=-2\mu_B\,\phi^\dagger\mathbf S\phi$. This is the moment of a spin with $g=2$, found here from the current instead of the energy.

### 10. The first correction in $1/c^2$

Let $\epsilon=1/c^2$. Equation (13) is an eigenvalue problem $Kx=ESx$ for $x=(\phi,\eta)$, with

$$
K=\begin{pmatrix}V&\boldsymbol\sigma\cdot\boldsymbol\pi\\ \boldsymbol\sigma\cdot\boldsymbol\pi&\epsilon V-2\end{pmatrix},\qquad
S=\begin{pmatrix}1&0\\0&\epsilon\end{pmatrix}.
$$

Assume that the level and its wave function can be differentiated with respect to $\epsilon$ at $\epsilon=0$. A prime on $K$, $S$, $E$ or $x$ denotes this derivative:

$$
K'x+Kx'=E'Sx+ES'x+ESx' .
$$

Take the inner product with $x$. Since $K$ and $S$ are Hermitian and $(K-ES)x=0$, the terms with $x'$ drop out. The matrices $K'$ and $S'$ have only a lower block, equal to $V$ and to $1$. At $\epsilon=0$ we also have $\langle x|S|x\rangle=\langle\phi|\phi\rangle$, which we set to 1. Hence

$$
E_{\rm Dirac}=E+\frac{s}{c^2}+\dots,\qquad s=\langle\eta|V-E|\eta\rangle,\tag{15}
$$

with the Lévy-Leblond values of $E$ and $\eta$ on the right. For a degenerate level one must use states between which this correction has no off-diagonal elements.

The weight of the small component is, to the same order,

$$
\frac{\langle\eta|\eta\rangle}{c^2}=\frac{1}{2c^2}\left\langle\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2\right\rangle ,\tag{16}
$$

half of the kinetic energy, including the spin term, divided by $c^2$.

### 11. Spin-orbit coupling is what disappears

Without a magnetic field, the coefficient $s$ in (15) is the expectation value in $\phi$ of $\tfrac14\,\boldsymbol\sigma\cdot\mathbf p\,(V-E)\,\boldsymbol\sigma\cdot\mathbf p$. The part with $V$ contains the spin:

$$
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot V\mathbf p+i\sum_{klm}\varepsilon_{klm}\sigma_m\,p_kVp_l .
$$

Moving $p_k$ past $V$ gives $p_kVp_l=Vp_kp_l-i(\partial_kV)p_l$. The first term is symmetric in $k,l$ and vanishes in the sum with $\varepsilon_{klm}$. The factor $i\cdot(-i)=1$ leaves

$$
\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot V\mathbf p+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).\tag{17}
$$

The leading spin-orbit term is therefore

$$
H_{\rm so}=\frac{1}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p),\tag{18}
$$

which fixes the number $k=\tfrac14$ left open by the dimensional argument. Spin and spin-orbit coupling must be kept apart: the spin and its Zeeman energy belong to the nonrelativistic theory, while (18) is a relativistic correction.

### 12. A model in which both effects can be calculated

Let $r$ be the distance from the $z$ axis and take

$$
V(r)=-V_0e^{-r^2/a^2},\qquad \mathbf A=\tfrac B2(-y,x,0),
$$

so that the field $B$ is uniform and points along $z$. Nothing depends on $z$, so $p_z$ is conserved, and we choose $p_z=0$. Expectation values are integrals over the plane. The operator $\boldsymbol\sigma\cdot\boldsymbol\pi$ then contains $\sigma_x$ and $\sigma_y$ only. A product of two such matrices commutes with $\sigma_z$, so the spin direction of $\phi$ is a good quantum number.

**Limit $c\to\infty$.** The spin term is $\tfrac12B\sigma_z$, a constant for each spin direction. Every orbital level $E_{\rm orb}$ gives the pair

$$
E_\pm=E_{\rm orb}\pm\tfrac12B .\tag{19}
$$

The splitting is $B$, which in atomic units is also the cyclotron energy. The two partners have the same orbital function.

**Spin-orbit splitting at $B=0$.** The first excited orbital level has angular momentum $L_z=\pm1$, so with spin it holds four states. With $\nabla V=V'(r)\,\mathbf r/r$, where $\mathbf r=(x,y,0)$ and $V'(r)=dV/dr$, the operator (18) is $(V'/r)\,\sigma_zL_z/(4c^2)$. It is diagonal in these states. Two of them have $\sigma_zL_z=+1$ and two have $-1$. The spin-free part of (15) is the same for all four, because a reflection exchanges $L_z=1$ and $L_z=-1$. The splitting is

$$
\Delta_{\rm so}=\frac{1}{2c^2}\left\langle\frac{V'}{r}\right\rangle .\tag{20}
$$

**Change of $g$ in the ground level.** Define $g$ at finite $c$ by setting the splitting equal to $g\mu_BB=gB/2$. With (15),

$$
g-2=\frac{2(s_+-s_-)}{Bc^2}.\tag{21}
$$

The ground orbital $f(r)$ is real and has $L_z=0$. In polar coordinates

$$
(\pi_x\pm i\pi_y)f=-ie^{\pm i\vartheta}\left(f'\mp\tfrac12Brf\right),
$$

where $f'=df/dr$. The upper sign belongs to spin up, so $|\eta_\pm|^2=\tfrac14(f'\mp\tfrac12Brf)^2$. Write $W=V-E_{\rm orb}$, so that $V-E_\pm=W\mp\tfrac12B$. Then

$$
s_\pm=\tfrac14\int\left(f'\mp\tfrac12Brf\right)^2\left(W\mp\tfrac12B\right)d^2r .
$$

In the difference, only terms odd in the sign remain:

$$
s_+-s_-=-\frac B2\int rff'W\,d^2r-\frac B4\int\left(f'^2+\tfrac14B^2r^2f^2\right)d^2r .
$$

Let $T=\tfrac12\langle p^2\rangle=\tfrac12\int f'^2d^2r$ and $D=\tfrac18B^2\langle r^2\rangle$. The second term is $-\tfrac B2(T+D)$. In the first, write $ff'=\tfrac12(f^2)'$ and integrate by parts with $d^2r=2\pi r\,dr$:

$$
\int rff'W\,d^2r=-\pi\int f^2\left(2rW+r^2V'\right)dr=-\langle W\rangle-\tfrac12\langle rV'\rangle .
$$

For $L_z=0$ the orbital Hamiltonian is $\tfrac12p^2+V+\tfrac18B^2r^2$. Its expectation value is $E_{\rm orb}=T+\langle V\rangle+D$, so $\langle W\rangle=-(T+D)$. The commutator of this Hamiltonian with $\mathbf r\cdot\mathbf p$ has zero expectation value in a bound state. This is the virial theorem, $\langle p^2\rangle=\langle rV'\rangle+\tfrac14B^2\langle r^2\rangle$, and it gives $\tfrac12\langle rV'\rangle=T-D$. The integral is therefore $(T+D)-(T-D)=2D$. Collecting terms, $s_+-s_-=-\tfrac B2(T+3D)$ and

$$
g-2=-\frac{T+3D}{c^2}.\tag{22}
$$

At leading order in $1/c^2$ the bound electron in this model has $g$ slightly below 2, by the kinetic energy over $c^2$ when the field is weak. The coefficient belongs to planar motion with $p_z=0$; for the ground state of hydrogen the Dirac equation gives $g-2=-\tfrac43T/c^2$ at the same order. Neither result includes the radiative correction, which for a free electron gives $g-2\approx+2.3\times10^{-3}$, opposite in sign and several hundred times larger than the shift found in part 13.

### 13. Numbers

Take $V_0=20$ eV, $a=3$ angstrom and a cyclotron energy of $0.1$ eV, which corresponds to a field of about 864 T. These are model parameters; the strong field makes the splitting easy to see. The numerical check solves (13) in a basis of oscillator functions, with 392 functions for $\phi$ and 450 for $\eta$. The larger set contains every function that $\boldsymbol\sigma\cdot\boldsymbol\pi$ produces from the smaller one, so the elimination of $\eta$ remains valid inside the finite basis.

**The limit.** A separate grid calculation without spin gives $E_{\rm orb}=-14.6115$ eV. Equation (19) then predicts

$$
E_\pm=-14.6115\pm0.0500\ \text{eV},
$$

that is, $-14.5615$ and $-14.6615$ eV. The four-component Lévy-Leblond equation, into which no spin term was inserted by hand, gives the same two values. The lower state has $\langle\sigma_z\rangle=-1$. With $\mu_BB=0.05$ eV the splitting yields

$$
g=\frac{0.1000\ \text{eV}}{0.0500\ \text{eV}}=2.000 .
$$

**The small component.** For the lower level $\langle\eta|\eta\rangle=0.044557$ atomic units. With $c=137.036$ the weight (16) is

$$
\frac{0.044557}{137.036^2}=2.373\times10^{-6},
$$

in agreement with the Dirac eigenvector. The level itself moves by $-3.419\times10^{-7}$ eV when $c$ is made finite, and formula (15) gives the same value to these digits. The other branch of the spectrum begins near $-1.022\times10^6$ eV, which is $-2c^2$, far from the bound levels.

**The change of $g$.** The kinetic energy in (22) can be found from $\langle\eta|\eta\rangle$. By (16), the lower level has $2\langle\eta|\eta\rangle=T+D-\tfrac12B$. Since 0.1 eV is 0.003675 atomic units,

$$
T+D=2(0.044557)+0.001838=0.09095 .
$$

If the remaining $2D$ is neglected, (22) gives

$$
g-2\approx-\frac{0.09095}{137.036^2}=-4.843\times10^{-6}.
$$

The Dirac calculation gives $-4.844\times10^{-6}$. The difference has the sign of the neglected term $-2D/c^2$.

**The spin-orbit splitting.** At zero field the first excited level lies at $-9.695$ eV. In the Lévy-Leblond equation its four states coincide within rounding error. In the Dirac equation they split by $2.343\times10^{-5}$ eV, as formula (20) also gives.

The approach to the limit can be followed by changing $c$ in the calculation:

| $c$ / physical $c$ | $g-2$ | $\Delta_{\rm so}$ (eV) |
|---|---|---|
| 1/16 | $-1.240\times10^{-3}$ | $5.979\times10^{-3}$ |
| 1/4 | $-7.751\times10^{-5}$ | $3.749\times10^{-4}$ |
| 1 | $-4.844\times10^{-6}$ | $2.343\times10^{-5}$ |

Each row has a value of $c$ four times that of the row above, so a law $1/c^2$ requires a factor of 16. From the second row to the third, both quantities fall by 16.00. From the first to the second, $g-2$ again falls by 16.00, while $\Delta_{\rm so}$ falls by 15.95. That small departure measures the terms beyond $1/c^2$, which are largest at the smallest $c$. As $c$ grows, the spin-orbit splitting goes to zero and the Zeeman splitting goes to the value set by $g=2$.

## Computed results

```
well depth V0 = 20.0 eV
well width a = 3.0 angstrom
cyclotron energy = 0.100 eV
magnetic field = 863.8 T
speed of light = 137.0360 a.u.
basis functions: phi 392, eta 450
Levy-Leblond equation in the field:
  lower ground level = -14.66150 eV
  upper ground level = -14.56150 eV
  splitting = 0.10000000 eV
  <sigma_z> lower, upper = -1.000000, 1.000000
  g = 2.00000000
  <eta|eta>, lower level = 0.044557 a.u.
spinless grid ground level = -14.61150 eV
largest difference, six levels = 1.6e-05 eV
Dirac equation at the physical c, in the field:
  small-component weight, direct = 2.37270e-06
  small-component weight, <eta|eta>/c^2 = 2.37270e-06
  shift of lower level, direct = -3.41908e-07 eV
  shift of lower level, formula = -3.41912e-07 eV
  top of negative branch = -1.02200e+06 eV
  g - 2, direct = -4.84424e-06
  g - 2, formula = -4.84425e-06
First excited level at zero field:
  Levy-Leblond energy = -9.6946 eV
  Levy-Leblond spread of 4 states = 9e-15 eV
  spin-orbit splitting, direct = 2.3433e-05 eV
  spin-orbit splitting, formula = 2.3433e-05 eV
c / physical c, g - 2, spin-orbit splitting (eV):
  0.0625  -1.2400e-03  5.9791e-03
  0.1250  -3.1002e-04  1.4985e-03
  0.2500  -7.7507e-05  3.7485e-04
  0.5000  -1.9377e-05  9.3727e-05
  1.0000  -4.8442e-06  2.3433e-05
```
